# Mean-Field Interfacial Energy near the Critical Point of a Demixing Alloy

**1. Definitions and conventions**

Let \(c\) be the atomic fraction of one component of a binary alloy. In gradient-square theory its free energy is

\[
F=\int\left[f(c,T)+\kappa(\nabla c)^2\right]dV, \tag{1}
\]

where \(f\) is the free energy per volume of a uniform alloy and \(\kappa>0\) is the gradient coefficient. There is no factor \(1/2\) before \(\kappa\). The volume per atom \(v\) is taken as independent of composition, and stress is left out until Section 6.

The alloy demixes below a critical temperature \(T_c\). Write \(\delta=T_c-T\), \(t=\delta/T_c\) and \(m=c-c_c\), with \(c_c\) the critical composition. At the critical point \(f_{cc}=f_{ccc}=0\), where subscripts denote derivatives. We assume that \(f\) is analytic there, that \(\kappa\) is smooth, finite and positive, and that

\[
A=f_{ccT}>0,\qquad B=f_{cccc}>0 . \tag{2}
\]

The first inequality makes the mixed state unstable on cooling; the second stabilizes it at the critical point. The result to be derived is

\[
\sigma=\frac{8\sqrt{\kappa}\,(A\delta)^{3/2}}{B}\,[1+O(\delta)],\qquad \delta\to0^+ . \tag{3}
\]

The power \(3/2\) is therefore the leading behaviour near \(T_c\), within mean-field theory.

**2. The energy of a flat interface**

Two phases \(c_1<c_2\) coexist when they have the same slope \(\mu=f_c(c_1)=f_c(c_2)\) and lie on a common tangent. The interface must be compared with bulk phases that hold the same atoms. This subtracts the tangent, not just a constant:

\[
\Delta f(c)=f(c)-f(c_1)-\mu(c-c_1). \tag{4}
\]

For stable phases \(\Delta f\ge0\), with double zeros at \(c_1\) and \(c_2\). For a profile \(c(x)\) running from \(c_1\) to \(c_2\), the excess energy per area is

\[
\sigma[c]=\int_{-\infty}^{\infty}\left[\Delta f+\kappa c'^2\right]dx . \tag{5}
\]

The equilibrium profile minimizes (5). Completing the square gives

\[
\Delta f+\kappa c'^2=\left(\sqrt{\Delta f}-\sqrt{\kappa}\,c'\right)^2+2\sqrt{\kappa\Delta f}\;c' . \tag{6}
\]

The integral of the last term depends on the end compositions alone, because \(c'dx=dc\). The squared term is never negative and vanishes if

\[
\kappa c'^2=\Delta f,\qquad c'>0. \tag{7}
\]

This equation has a solution joining the two phases, so the minimum is

\[
\sigma=2\int_{c_1}^{c_2}\sqrt{\kappa\,\Delta f}\;dc . \tag{8}
\]

Equation (7) also says that the gradient term and the local term each supply half of \(\sigma\). The argument remains valid when \(\kappa\) depends on \(c\).

**3. Expansion near the critical point**

Close to \(T_c\), the curvature at \(c_c\) is \(f_{cc}=-A\delta+O(\delta^2)\), since \(T-T_c=-\delta\). Apart from constant and linear terms, which the tangent construction removes, the leading free energy is

\[
f\simeq-\frac{A\delta}{2}m^2+\frac{B}{24}m^4 . \tag{9}
\]

It is even in \(m\), so its common tangent is horizontal and touches at the minima \(\pm m_0\):

\[
-A\delta\,m_0+\frac{B}{6}m_0^3=0
\quad\Rightarrow\quad m_0^2=\frac{6A\delta}{B}. \tag{10}
\]

Expanding \((B/24)(m^2-m_0^2)^2\) gives a quadratic coefficient \(-Bm_0^2/12=-A\delta/2\), which agrees with (9). Hence

\[
\Delta f=\frac{B}{24}(m^2-m_0^2)^2 . \tag{11}
\]

Between the phases \(\sqrt{\Delta f}=\sqrt{B/24}\,(m_0^2-m^2)\). Inserting this in (8), with \(\kappa\) at its critical value,

\[
\begin{aligned}
\sigma&=2\sqrt{\frac{\kappa B}{24}}\int_{-m_0}^{m_0}(m_0^2-m^2)\,dm
=\frac{8}{3}\sqrt{\frac{\kappa B}{24}}\;m_0^3\\
&=\frac{8}{3}\,\frac{6\sqrt6}{2\sqrt6}\,
\frac{\sqrt{\kappa B}\,(A\delta)^{3/2}}{B^{3/2}}
=\frac{8\sqrt{\kappa}\,(A\delta)^{3/2}}{B}. 
\end{aligned}\tag{12}
\]

This is the leading term of (3).

The order of the error needs an argument, because a general alloy has odd terms in \(m\). Put \(\varepsilon=\sqrt\delta\) and \(m=\varepsilon y\). The terms in (9) are then of order \(\varepsilon^4\). The odd terms \(\delta m^3\) and \(m^5\) are of order \(\varepsilon^5\), and a slope of \(\kappa(c)\) also enters at relative order \(\varepsilon\). Let \(\Delta g=\Delta f/\varepsilon^4\). Equation (8) becomes

\[
\sigma=2\varepsilon^3\int_{y_1}^{y_2}
\sqrt{\kappa(c_c+\varepsilon y)\,\Delta g(y,\varepsilon)}\;dy . \tag{13}
\]

The double zeros of \(\Delta g\) make its square root smooth between them, so the integral has a power series in \(\varepsilon\). Since composition enters through \(\varepsilon y\) and temperature through \(\varepsilon^2\), changing \(\varepsilon\) to \(-\varepsilon\) has the same effect as changing \(y\) to \(-y\). That reflection leaves the integral unchanged. Odd powers of \(\varepsilon\) therefore cancel, and the first relative correction is \(O(\delta)\).

**4. Profile, scaling and the role of \(B\)**

With (11), equation (7) reads \(m'=\sqrt{B/(24\kappa)}\,(m_0^2-m^2)\). Its solution centred at \(x=0\) is

\[
m=m_0\tanh\frac{x}{\ell},\qquad
\ell=\frac{1}{m_0}\sqrt{\frac{24\kappa}{B}}
=2\sqrt{\frac{\kappa}{A\delta}} . \tag{14}
\]

The free-energy barrier at \(m=0\) is \(Bm_0^4/24=3A^2\delta^2/(2B)\). Multiplying it by \(\ell\) gives \(3\sqrt\kappa(A\delta)^{3/2}/B\), so that

\[
\sigma=\frac83\,\Delta f(0)\,\ell . \tag{15}
\]

The barrier falls as \(\delta^2\), while the interface widens as \(\delta^{-1/2}\). Their product gives the power \(3/2\).

The condition \(B>0\) matters. Suppose that \(f\) is even in \(m\), that \(B\) vanishes at the critical point, and that a positive \(m^6\) term stabilizes the alloy. Balancing \(\delta m^2\) against \(m^6\) gives \(m_0\propto\delta^{1/4}\) and a barrier proportional to \(\delta^{3/2}\). A residual quartic term of order \(\delta m^4\propto\delta^2\) is smaller. Equation (8) then scales as the square root of the barrier times \(m_0\), or \(\delta^{3/4}\delta^{1/4}=\delta\). The interfacial energy vanishes linearly in that case.

**5. Regular solution on the fcc lattice**

For a regular solution,

\[
f=\frac{1}{v}\left\{\Omega c(1-c)+kT[c\ln c+(1-c)\ln(1-c)]\right\}. \tag{16}
\]

Here \(c_c=1/2\). The second derivative of the square bracket is \(1/[c(1-c)]=4(1+4m^2+16m^4+\cdots)\). Integrating twice gives

\[
[\cdots]=-\ln2+2m^2+\frac43m^4+\frac{32}{15}m^6+\cdots . \tag{17}
\]

Also \(\Omega c(1-c)=\Omega/4-\Omega m^2\). The quadratic coefficient \((2kT-\Omega)/v\) vanishes at \(T_c=\Omega/(2k)\) and equals \(-2k\delta/v\) below it. Thus

\[
A=\frac{4k}{v},\qquad B=\frac{32kT_c}{v},\qquad
\sigma\simeq2\sqrt{\frac{\kappa kT_c}{v}}\;t^{3/2}. \tag{18}
\]

The factor 2 in \(\sigma\) is \(8\times4^{3/2}/32\).

The next term follows from the sixth-order term in (17). Let \(u_0\) be the square of the half gap and \(s=\delta/T\). To this order

\[
\frac{v\Delta f}{kT}=\frac43(m^2-u_0)^2\left[1+\frac85(m^2+2u_0)\right]. \tag{19}
\]

Expansion reproduces the quartic and sextic coefficients. Matching the quadratic coefficient, \(-2s\), requires

\[
s=\frac43u_0+\frac{16}{5}u_0^2
\;\Rightarrow\;
u_0\simeq\frac34s\left(1-\frac95s\right)\simeq\frac34t(1-0.8t), \tag{20}
\]

where \(s=t/(1-t)\simeq t(1+t)\) was used. The square root of the bracket in (19) is \(1+\frac45(m^2+2u_0)\) to first order. The average of \(m^2\) with weight \(u_0-m^2\) is \(u_0/5\), so integration multiplies the leading integral by \(1+\frac45\cdot\frac{11}{5}u_0=1+1.76u_0\simeq1+1.32t\). The factor \(u_0^{3/2}\) contributes \(1-1.2t\), and \(\sqrt{T/T_c}\) contributes \(1-0.5t\). At constant \(\kappa\),

\[
\sigma=2\sqrt{\frac{\kappa kT_c}{v}}\;t^{3/2}\,[1-0.38t+O(t^2)]. \tag{21}
\]

The same bonds that cause demixing determine \(\kappa\). Let each unlike nearest-neighbour pair cost an energy \(w\). In mean field a bond costs \(w[c_i(1-c_j)+c_j(1-c_i)]\), and

\[
c_i(1-c_j)+c_j(1-c_i)=c_i(1-c_i)+c_j(1-c_j)+(c_i-c_j)^2 . \tag{22}
\]

Each site has 12 bonds, so the first two terms give \(\Omega=12w\). For slow variation the last term gives \(\frac w2\sum_{\mathbf d}(\mathbf d\cdot\nabla c)^2\) per site; the factor \(1/2\) shares each bond between two sites. The neighbour vectors \(\mathbf d\) are \((a/2)(\pm1,\pm1,0)\) and permutations, where \(a\) is the cube edge. Eight of them have a nonzero \(x\) component, so \(\sum d_x^2=2a^2\); cross terms cancel. The energy per site is \(wa^2(\nabla c)^2\), the same in every direction. With \(v=a^3/4\),

\[
\kappa=\frac{\Omega a^2}{12v}=\frac{2kT_c}{3a},\qquad
\sigma\simeq\frac{8kT_c}{\sqrt6\,a^2}t^{3/2},\qquad
\ell\simeq\frac{a}{\sqrt{6t}} . \tag{23}
\]

The gradient expansion can be tested against the mean-field lattice itself, solved layer by layer for a (100) interface. Between \(t=0.005\) and \(0.01\) its energy has an effective exponent of 1.497. Its ratio to the law, extrapolated linearly to \(t=0\), is 1.000.

**6. Coherency stress**

Suppose that the stress-free lattice parameter changes by a fraction \(\eta\) per unit of \(c\), and that both phases share one in-plane lattice, matched to composition \(c_0\). Each in-plane strain is then \(e=-\eta(c-c_0)\), while the normal stress relaxes to zero. For isotropic elasticity with Young modulus \(E\) and Poisson ratio \(\nu\), the in-plane stress is \(Ee/(1-\nu)\). Two directions contribute half of stress times strain each, so the energy density is

\[
f_{\rm el}=Y\eta^2(c-c_0)^2,\qquad Y=\frac{E}{1-\nu}. \tag{24}
\]

With composition-independent \(Y\) and \(\eta\), this differs from \(Y\eta^2m^2\) by constant and linear terms, which drop out of \(\Delta f\). The curvature at \(c_c\) rises by \(2Y\eta^2\). For the regular solution it now vanishes at

\[
T_{\rm coh}=T_c-\frac{2Y\eta^2}{A}. \tag{25}
\]

Equation (3) applies again, with \(\delta=T_{\rm coh}-T\) and \(B=32kT_{\rm coh}/v\). Stress preserves the power \(3/2\) in this model but moves the temperature from which it is measured. Here \(\sigma\) is the excess over the strained coherent phases. If dislocations relieve the misfit, their energy must be added separately.

**7. Where mean-field theory fails**

A small composition fluctuation \(\varphi\) in one bulk phase costs \(\int[\frac12f_{cc}\varphi^2+\kappa(\nabla\varphi)^2]dV\). Equipartition over its Fourier modes in a volume \(V\) gives

\[
\langle|\varphi_q|^2\rangle=\frac{kT}{V(f_{cc}+2\kappa q^2)},\qquad
\xi^2=\frac{2\kappa}{f_{cc}} . \tag{26}
\]

From (9) and (10), \(f_{cc}=-A\delta+Bm_0^2/2=2A\delta\) in the bulk phases, so \(\xi\simeq\ell/2\). Average \(\varphi\) over a normalized Gaussian window of standard deviation \(b\xi\). The window multiplies each mode by \(e^{-q^2b^2\xi^2/2}\). Summing the modes, with \(p=q\xi\), and dividing the variance by the squared half gap gives

\[
R_b=\frac{kT\,I_b}{f_{cc}\xi^3m_0^2}
\simeq\frac{kT\,B\,I_b}{12\,\kappa^{3/2}(A\delta)^{1/2}},\quad
I_b=\int_0^\infty\!\frac{p^2e^{-b^2p^2}}{2\pi^2(1+p^2)}dp . \tag{27}
\]

Mean-field theory needs this ratio to be small. It grows as \(\delta^{-1/2}\), so the theory fails sufficiently close to \(T_c\). In three dimensions with short-range forces, the exponent of \(\sigma\) there is roughly 1.26 instead of 1.5. Longer-range forces raise \(\kappa\) at fixed \(f\) and, through \(\kappa^{-3/2}\), narrow the region of failure.

**8. Worked example**

Take \(T_c=620\) K and \(a=0.405\) nm, round values in the regime of the fcc aluminium–zinc miscibility gap. Then \(kT_c=0.05343\) eV, and (23) gives

\[
\kappa=\frac{2(0.05343)}{3(0.405)}=0.0880\ {\rm eV/nm}. \tag{28}
\]

The prefactor of \(t^{3/2}\) in \(\sigma\) is 170.4 mJ/m². At 580 K, \(t=40/620=0.0645\), and

\[
\sigma=170.4\,(0.0645)^{3/2}=2.79\ {\rm mJ/m^2}=0.0174\ {\rm eV/nm^2}. \tag{29}
\]

The half gap from the law is \(\sqrt{0.75t}=0.220\), against 0.214 from the full free energy. The profile length is \(\ell=0.405/\sqrt{6(0.0645)}=0.65\) nm, about three (100) layer spacings.

The table gives \(\sigma\) in mJ/m² from the law (18), the full integral (8), and the (100) lattice.

| \(T\) (K) | Law | Integral | Lattice |
|---:|---:|---:|---:|
| 610 | 0.349 | 0.347 | 0.347 |
| 580 | 2.793 | 2.724 | 2.715 |
| 500 | 14.5 | 13.4 | 13.3 |
| 400 | 36.0 | 30.8 | 30.1 |

From 610 to 580 K the distance below \(T_c\) grows fourfold, and the law rises by \(4^{3/2}=8\). At 580 K it lies 2.5% above the integral, as the term \(-0.38t\) predicts. At 400 K, a hot-chip temperature, it lies 17% above the integral. The lattice (111) interface then has an energy 1.2% below that of (100), so at this temperature the two facets differ little in this nearest-neighbour model. The difference grows on further cooling.

For stress, take rough values \(\eta=0.02\), \(E=60\) GPa and \(\nu=0.35\), hence \(Y=92.3\) GPa. With \(A=0.02076\) eV/(nm³ K) and 1 eV/nm³ = 0.1602 GPa,

\[
T_c-T_{\rm coh}=\frac{2(92.3)(0.02)^2}{0.02076(0.1602)}
=22.2\ {\rm K}. \tag{30}
\]

The coherent critical temperature is 597.8 K. At a fixed 580 K the distance below the critical point falls from 40 to 17.8 K. The shifted law predicts a reduction factor \((17.8/40)^{3/2}(620/597.8)=0.31\). The full integral agrees: \(\sigma\) falls from 2.72 to 0.85 mJ/m². At 580 K, this close to the critical point, a modest misfit thus has a much larger effect than the higher-order terms.

Fluctuations are also large. At 580 K, without stress, \(\xi=0.31\) nm. The ratio in (27), evaluated with the full bulk curvature and gap, is 0.22 for a window of standard deviation \(\xi\) and 0.83 for \(\xi/2\). These lengths are near the atomic spacing, so the continuum estimate is rough: the same windows centred on an atom of the fcc lattice give 0.23 and 1.00. Neither ratio is safely small. The value 620 K is also the mean-field critical temperature of the bonds. With exact statistics, nearest-neighbour bonds of the same strength demix only below about 500 K, so at 580 K they would give no interface at all. The close agreement in the table compares mean-field calculations with one another; it does not establish their accuracy for an alloy.

In real aluminium–zinc the critical composition is nearer 0.4 zinc than 0.5. A model of this asymmetry adds \(L_1c(1-c)(1-2c)/v\) to \(f\), with temperature-independent interaction coefficients. The interaction is cubic in \(c\), so \(A\) and \(B\) come from the entropy alone. With \(g=c_c(1-c_c)=0.24\),

\[
\frac{Av}{k}=\frac1g=4.17,\qquad
\frac{Bv}{kT_c}=\frac2{g^2}+\frac{2(1-2c_c)^2}{g^3}=40.5 . \tag{31}
\]

At the same \(T_c\), \(v\) and \(\kappa\), the prefactor changes by \((4.17^{3/2}/40.5)/(4^{3/2}/32)=0.84\), which lowers (29) to about 2.3 mJ/m². Interactions that depend on temperature, or that contain higher powers of \(c\), change \(A\) and \(B\) further. One thermodynamic assessment of fcc aluminium–zinc, with its critical point near 626 K and 0.35 zinc, gives \(Av/k\approx5.6\) and \(Bv/(kT_c)\approx73\). At the same \(\kappa\) and 40 K below the critical point, the half gap is then 0.17 instead of 0.21 and the full integral is about 2.0 instead of 2.7 mJ/m²; the shift (30) drops from 22 K to about 16 K.

Zinc–aluminium alloys serve as high-temperature die-attach solders. In such a joint the zinc-rich phase at operating temperature is hexagonal, not fcc. The fcc–fcc gap of the real alloy is stable only above about 550 K. The 500 K and 400 K rows therefore describe a metastable fcc–fcc reference, not the interface found in the solder. For a coherent fcc–fcc interface at 580 K, the regular-solution stress estimate with \(\eta=0.02\) moves the energy down by a factor of about three. This factor is very sensitive to the misfit: it is 1.7 for \(\eta=0.015\) and about 19 for \(\eta=0.025\), where 580 K lies only about 5 K below the coherent critical temperature. The shift due to fluctuations cannot be obtained from mean-field theory, so these energies are model values, not predictions for the measured alloy.

## Numbers as computed

```
Critical temperature, no stress: 620 K
Lattice parameter: 0.405 nm
Volume per atom: 0.01661 nm3
k Tc: 0.05343 eV
Omega: 0.10685 eV
Gradient coefficient kappa: 0.08795 eV/nm
A: 0.02076 eV/(nm3 K)
B: 102.946 eV/nm3
Law prefactor of t^1.5: 170.44 mJ/m2
Main temperature: 580 K, t = 0.06452
Half gap at main T: law 0.2200, full 0.2142 (atomic fraction)
Profile length l at main T: 0.651 nm
Law sigma at main T: 2.793 mJ/m2 = 0.01743 eV/nm2
T (K), t, then sigma (mJ/m2): law, gradient integral, lattice 100
  610  0.0161  0.349  0.347  0.347
  600  0.0323  0.987  0.975  0.974
  580  0.0645  2.793  2.724  2.715
  560  0.0968  5.131  4.939  4.913
  500  0.1935  14.513  13.406  13.254
  400  0.3548  36.027  30.819  30.064
Lattice exponent, t from 0.005 to 0.01: 1.4969
Lattice/law ratio extrapolated to t = 0: 1.00000
Gradient share of sigma on lattice, t = 0.005: 0.5003
Largest profile error / half gap, t = 0.005: 0.00127
Coefficient of t in first correction: -0.3800
Asymmetric model/law ratio at t = 0: 1.00000
Prefactor, critical fraction 0.4 over 0.5: 0.8398
Lattice sigma(111)/sigma(100) at 580 K: 0.99884
Law/gradient integral at 580 K: 1.0254
Lattice sigma(111)/sigma(100) at 400 K: 0.98816
Law/gradient integral at 400 K: 1.1690
Misfit per unit atomic fraction: 0.020
Young modulus: 60 GPa, Poisson ratio: 0.35
Biaxial modulus: 92.31 GPa
Critical temperature lowered by stress: 22.21 K
Coherent critical temperature: 597.79 K
Coherent sigma at main T: 0.850 mJ/m2
Coherent/stress-free sigma at main T: 0.3119
Coherent integral/shifted law, 2 K below: 0.99873
Correlation length at main T: 0.306 nm
Fluctuation variance/half gap squared, window 1.0 xi: 0.220
Fluctuation variance/half gap squared, window 0.5 xi: 0.825
Growth of that ratio when t falls fourfold: 1.996
```
